# Electronic stopping of boron in silicon: square-root limit and maximum

## Problem

An ion of charge number \(Z_1\), mass \(M\) and speed \(v\) moves through a solid of atoms with charge number \(Z_2\) and density \(N\). Its energy loss to electrons per unit path is \(NS\), where \(S\) is the electronic stopping cross section per atom. The algebra is in atomic units (\(\hbar=m_e=e=1\), with \(4\pi\varepsilon_0=1\)). Two expressions are given. For slow ions, Lindhard and Scharff have

\[
S_L=\frac{8\pi Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,v .
\]

For fast ions there is the Bethe-type form

\[
S_B=\frac{4\pi Z_1^2Z_2}{v^2}\,L(x),\qquad L=\ln\!\Big(1+x+\frac Cx\Big),\qquad x=\frac{2v^2}{I}=\frac{4E}{MI},
\]

where \(I\) is the mean excitation energy, \(E=Mv^2/2\), and \(C=5\) for \(Z_1\ge3\). The Varelas-Biersack rule joins them:

\[
\frac1S=\frac1{S_L}+\frac1{S_B}.
\]

This rule is an interpolation, not a derived law. The target is taken as amorphous and the motion as non-relativistic.

(a) Show that \(S\to k\sqrt E\) at low energy, and find the leading correction.
(b) Show that \(S(E)\) has a single maximum, and find the equation for it.
(c) For \(^{11}\)B in silicon, find \(k\), the energy at which the square-root law is 5 % too high, and the position and height of the maximum.

For silicon use the empirical fit \(I=Z_2(9.76+58.5\,Z_2^{-1.19})\) eV.

**Where the Bethe logarithm comes from.** In the frame of the heavy ion, an electron arrives with speed \(v\) and is deflected by an angle \(\theta\), with \(\tan(\theta/2)=Z_1/(v^2b)\) at impact parameter \(b\) (Rutherford scattering). The momentum transfer is \(2v\sin(\theta/2)\), so an electron at rest gains

\[
T(b)=2v^2\sin^2\frac\theta2=\frac{2v^2}{1+b^2v^4/Z_1^2}.
\]

To excite an energy \(I\), an ion of speed \(v\) must transfer a momentum of at least \(I/v\). This suggests a lower cut \(T_{\min}=I^2/(2v^2)\), reached at \(b_m\). Then

\[
\int_0^{b_m}\!T\,2\pi b\,db=\frac{2\pi Z_1^2}{v^2}\ln\!\Big(1+\frac{b_m^2v^4}{Z_1^2}\Big)=\frac{2\pi Z_1^2}{v^2}\ln\frac{2v^2}{T_{\min}}=\frac{4\pi Z_1^2}{v^2}\ln\frac{2v^2}{I}.
\]

Multiplied by \(Z_2\) electrons, this is \(S_B\) with \(L=\ln x\). The cut is a plausibility argument. The terms \(1\) and \(C/x\) are empirical additions. They matter most at small \(x\), but at the maximum found below they still supply 0.30 of \(L=1.99\).

## First estimate by scaling

Insert \(v=\sqrt{Ix/2}\) in \(S_L\) and \(v^2=Ix/2\) in \(S_B\):

\[
S_L=A\sqrt x,\qquad S_B=\frac{B\,L(x)}{x},
\]
\[
A=\frac{8\pi Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\sqrt{\frac I2},\qquad B=\frac{8\pi Z_1^2Z_2}{I}.
\]

For a rough estimate, replace the slowly varying \(L\) by 1. A rising law \(A\sqrt x\) then meets a falling law \(B/x\) at

\[
x_0=\rho^{2/3},\qquad \rho=\frac BA .
\]

There both cross sections equal \(A\rho^{1/3}\), and their reciprocal sum is half of that. The maximum should therefore lie near \(x_0\), with a height near \(A\rho^{1/3}/2\). Well below \(x_0\), \(S_L/S_B\approx x^{3/2}/\rho\) is small, and the square-root law should hold.

For boron in silicon, \(I=172.07\) eV \(=6.3235\) hartree and \(M=11.0093\) u \(=20068.7\) electron masses. Hence

\[
B=\frac{8\pi\cdot25\cdot14}{6.3235}=1391.1,\qquad A=158.51,\qquad \rho=8.776 .
\]

The energy belonging to \(x=1\) is \(MI/4=20068.7\times172.07/4=8.633\times10^5\) eV. The estimates follow.

- Maximum: \(x_0=8.776^{2/3}=4.25\), so \(E\approx3.7\times10^6\) eV.
- Height: \(158.51\times2.063/2=163.5\) atomic units. One atomic unit of \(S\) is 7.620 eV Å², which gives 1246 eV Å². Silicon has 8 atoms in a cube of edge 5.431 Å, so \(N=0.04994\) Å⁻³ and \(NS\approx62\) eV/Å.
- Square-root law 5 % too high: \(x^{3/2}=0.05\,\rho=0.439\), so \(x=0.577\) and \(E\approx5.0\times10^5\) eV.

## Exact solution of the model

### Low energy

Write the sum as

\[
S=\frac{S_L}{1+r},\qquad r=\frac{S_L}{S_B}=\frac{x^{3/2}}{\rho L(x)} .
\]

As \(x\to0\), \(L\to\ln(C/x)\) grows, so \(r\to0\) and \(S\to S_L\propto v\propto\sqrt E\). The relative deficit is

\[
1-\frac S{S_L}=\frac r{1+r}\simeq\frac{x^{3/2}}{\rho\ln(C/x)} .
\]

In a reciprocal sum the smaller cross section dominates; at low speed that is \(S_L\).

The added terms in \(L\) have distinct roles. With \(L=\ln(1+x)\simeq x\), the limit survives, but \(r\simeq\sqrt x/\rho\) dies out only as \(\sqrt E\). With the bare \(L=\ln x\), \(S_B\) is negative for \(x<1\), and the sum diverges where \(S_L+S_B=0\). For boron in silicon a numerical root search puts this pole at \(x=0.906\), or \(7.8\times10^5\) eV, so the bare form cannot be used in the sum there.

Since \(x=E/(8.633\times10^5\ \text{eV})\),

\[
k=\frac{158.51\times7.620}{\sqrt{8.633\times10^5}}=1.300\ \text{eV}^{1/2}\,\text{Å}^2 .
\]

The law is 5 % too high when \(S_L/S=1+r=1.05\), that is \(x^{3/2}/L=0.439\). The left side increases with \(x\), because its logarithmic slope is \(3/2-q/L\), with \(q\) defined next, and this is positive by the bounds on \(q\) and \(L\) below. Numerical solution gives \(E=7.9\times10^5\) eV.

### Condition for the maximum

Define

\[
q=x\frac{dL}{dx}=\frac{x-C/x}{1+x+C/x}=\frac{x^2-C}{D},\qquad D=x^2+x+C .
\]

The logarithmic slopes of \(S_L\) and \(S_B\) are \(1/2\) and \(q/L-1\). Differentiating the reciprocal sum with respect to \(\ln x\), which differs from \(\ln E\) by a constant, gives

\[
\frac{d\ln S}{d\ln E}=\frac12\,\frac S{S_L}+\Big(\frac qL-1\Big)\frac S{S_B} .
\]

This vanishes when \(S_B/S_L=2(1-q/L)\). Since \(S_B/S_L=\rho L/x^{3/2}\), the condition is

\[
g(x)\equiv\frac{2x^{3/2}(L-q)}{L^2}=\rho .
\]

The slope of \(S\) is positive where \(g<\rho\) and negative where \(g>\rho\).

### There is one maximum

It suffices that \(g\) rises steadily from 0 to infinity. The sum \(x+C/x\) is least at \(x=\sqrt C\), so \(L\ge L_0=\ln(1+2\sqrt C)=1.700\) for \(C=5\). Also \(-1<q<1\), hence \(L-q>0\). The slope of \(\ln g\) is

\[
s=\frac{d\ln g}{d\ln x}=\frac32+\frac{q-xq'}{L-q}-\frac{2q}L .
\]

To bound \(xq'\), differentiate \(q\):

\[
xq'=\frac{x[2xD-(x^2-C)(2x+1)]}{D^2}=\frac{x^3+4Cx^2+Cx}{D^2} .
\]

Because \((x^2+C)^2=(x^2-C)^2+4Cx^2\), the denominator is

\[
D^2=(x^2-C)^2+4Cx^2+2x(x^2+C)+x^2 .
\]

Subtracting the numerator of \(xq'\) and \((x^2-C)^2=q^2D^2\) leaves \(x^3+x^2+Cx>0\). Therefore \(xq'<1-q^2\), and

\[
s>\frac32-\frac{1-q-q^2}{L-q}-\frac{2q}L .
\]

Three ranges cover all \(q\).

- \(q<0\): here \(1-q-q^2\le5/4\), \(L-q>L_0\), and the last term is positive. So \(s>3/2-5/(4L_0)>0.76\).
- \(0\le q\le(\sqrt5-1)/2\): here \(0\le1-q-q^2\le1-q\), and \((1-q)/(L-q)\le1/L\) because \(L>1\). So \(s>3/2-(1+2q)/L\ge3/2-\sqrt5/L_0>0.18\).
- \(q>(\sqrt5-1)/2\): now \(1-q-q^2<0\), and its term helps. So \(s>3/2-2/L_0>0.32\).

Thus \(g\) increases everywhere. It tends to 0 as \(x\to0\) and grows as \(2x^{3/2}/\ln x\) at large \(x\). For \(C=5\) and any \(\rho>0\) there is one root, and it is a maximum of \(S\).

### Numerical root

Solving \(g=\rho\) for the factor \(x^{3/2}\) suggests the iteration

\[
x_{\rm new}=\Big[\frac{\rho L^2}{2(L-q)}\Big]^{2/3}=x\Big(\frac{\rho}{g(x)}\Big)^{2/3} .
\]

Taking logarithms shows that a small error is multiplied by \(1-2s/3\) per step, which is 0.35 at this root. Start at \(x=1\): \(L=\ln7=1.946\), \(q=-4/7\), and

\[
x_{\rm new}=\Big[\frac{8.776\times3.787}{2\times2.517}\Big]^{2/3}=3.519 .
\]

The next values are 4.564, 5.086, 5.301, 5.380, 5.409, and the limit is \(x_m=5.424\). Then

\[
E_m=5.424\times8.633\times10^5\ \text{eV}=4.68\times10^6\ \text{eV}=4.68\ \text{MeV}.
\]

There \(S_L=2813\) and \(S_B=3897\) eV Å², so

\[
S=\frac{2813\times3897}{2813+3897}=1634\ \text{eV Å}^2,\qquad NS=81.6\ \text{eV/Å}=816\ \text{eV/nm}.
\]

## Comparison

The estimate of the position, \(3.7\times10^6\) eV, is about 22 % below the model's \(4.68\times10^6\) eV. The condition \(g=\rho\) shows why:

\[
\Big(\frac{x_m}{x_0}\Big)^{3/2}=\frac L2\cdot\frac1{1-q/L} .
\]

At the root \(L=1.994\) and \(q=0.613\), so the factors are 0.997 and 1.444. Setting \(L=1\) and taking the crossing for the maximum nearly compensate each other. The remaining shift comes from the growth of the logarithm, which makes \(S_B\) fall more slowly than \(1/x\).

The true crossing \(S_L=S_B\) lies at \(6.18\times10^6\) eV, above the maximum, where \(S_B/S_L\) is still 1.385. The maximum is broad: \(S\) stays within 5 % of its peak from \(2.5\times10^6\) to \(8.4\times10^6\) eV. The estimated height, 62 eV/Å, is 24 % low.

For the 5 % point, the estimate \(5.0\times10^5\) eV lacks the factor \(L^{2/3}\). With \(L\approx2.0\) there, this factor is 1.59 and restores \(7.9\times10^5\) eV.

## What the model leaves out

Two energies well below the maximum show the role of nuclear stopping. At \(3\times10^4\) eV the model gives \(NS=11.2\) eV/Å. Nuclear stopping, computed from classical scattering in the universal screened potential, adds 5.6 eV/Å and cannot be left out of a range calculation. At \(3\times10^5\) eV the electronic and nuclear parts are 35.3 and 1.5 eV/Å.

One weak assumption is the bare charge \(Z_1\) in \(S_B\), since a slow ion keeps some of its electrons. A simple estimate multiplies \(Z_1\) by \(\gamma=1-\exp(-v/Z_1^{2/3})\). At \(E_m\), \(v=4.14\) and \(\gamma=0.757\); with this factor at all energies the maximum moves to \(7.1\times10^6\) eV and 63 eV/Å. The low-energy correction changes more. At \(3\times10^5\) eV, \(v=1.048\) and \(\gamma^2=0.091\), which raises \(S_L/S_B\) from 0.0085 to 0.093. The 5 % point found above is thus a property of the bare-charge model, not a safe limit for process work.

Changing \(S_L\) alone by +20 % or −20 % puts the maximum at \(3.9\times10^6\) or \(5.8\times10^6\) eV. This shows the sensitivity, but for boron in silicon the error of \(S_L\) is probably larger. Firsov's slow-ion law gives about 1.5 times \(S_L\), and tabulated implant ranges (about 0.30 µm at 100 keV, where the model gives about 0.41 µm) point to a similar factor. With \(1.5\,S_L\) the maximum lies at \(3.0\times10^6\) eV and 104 eV/Å, and \(k\) and the low-energy values of \(NS\) above rise by about half. The Lindhard-Scharff law is normally confined to \(v<Z_1^{2/3}\), here \(E<2.3\times10^6\) eV, so the maximum rests on interpolation. Bethe's logarithm is strained too. With \(y=Z_1/v=1.21\), the Bloch term \(y^2\sum_{n\ge1}1/[n(n^2+y^2)]=0.83\) should be subtracted from \(L=1.99\), which at fixed \(E_m\) and bare charge lowers \(NS\) to 63 eV/Å. Relativity is minor, as \(v/c=0.03\). Channelling along crystal directions, shell corrections and the Barkas term are left out and not sized; the Barkas term, of order \(Z_1^3\), raises the stopping of a positive ion and so works against the Bloch term. The changes of charge and of \(S_L\), made one at a time, move the maximum between 3.0 and 7.1 MeV, and the Bloch term applied at all energies moves it to 7.3 MeV. These figures do not bound its true position, because the corrections can act together. The digits of 4.68 MeV belong to the model, not to real silicon.
